# Small-polaron Hall mobility from three-site interference on a triangular lattice, part 2

A small polaron of charge $q$ hops rarely between the sites of a triangular lattice with spacing $a$, transfer amplitude $J=-t$ ($t>0$) and hopping barrier $E_a$. Hartree atomic units are used, so $\hbar=1$; $kT$ is the thermal energy and $\mathbf R_i$ the position of site $i$. In a weak in-plane electric field $\mathbf E$ and a weak perpendicular magnetic field $\mathbf B=B\hat{\mathbf z}$, the signed mobilities are defined by

$$
\mathbf v=\mu_d\left(\mathbf E+\mu_H\,\mathbf E\times\mathbf B\right).
$$

The results to be derived, at leading order in $t$ and at high temperature, are

$$
\mu_d=\frac{3qa^2}{2kT}\,t^2\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT},
\qquad
\mu_H=\frac{qa^2}{2}\,t\sqrt{\frac{\pi}{3E_akT}}\;e^{-E_a/3kT}.
$$

The transfer from site $j$ to site $i$ carries the phase of the vector potential $\mathbf A$:

$$
J_{ij}=J\exp\left(iq\int_j^i\mathbf A\cdot d\mathbf l\right),\qquad J=-t.
$$

Each site has one vibrational mode of frequency $\omega$, coupled to the carrier with strength $g$. The binding energy is $E_b=g^2\omega=2E_a$. With $n=\frac{1}{e^{\omega/kT}-1}$, the correlator of one mode is

$$
F(\tau)=\exp\left\{-g^2\left[(2n+1)(1-\cos\omega\tau)+i\sin\omega\tau\right]\right\}.
$$

The carrier goes from site 1 to site 2 directly, at the pair rate $w_2$, or through a common neighbour, site 3. The two paths interfere at the rate $W$, where $\varphi$ is the phase of $J_{12}J_{23}J_{31}$:

$$
w_2=|J_{12}|^2\int_{-\infty}^{\infty}d\tau\,F(\tau)^2 ,
$$

$$
W=2J^3\left(\sin\varphi\,\mathrm{Re}\,I+\cos\varphi\,\mathrm{Im}\,I\right),
$$

$$
I=\int_{-\infty}^{\infty}du\int_0^\infty ds\,F(u)F(s)F(u+s).
$$

For slow vibrations these give

$$
w_2=t^2\sqrt{\frac{\pi}{4E_akT}}\;e^{-E_a/kT},
$$

$$
W_{\rm odd}=K\sin\varphi,\qquad
K=\frac{\pi J^3}{2\sqrt3\,E_akT}\;e^{-4E_a/3kT}.
$$

The lattice then gives site $i$ a nearly static level $\varepsilon_i$. The times $u$ and $s$ multiply the gaps $\Delta_2=\varepsilon_2-\varepsilon_1$ and $\Delta_3=\varepsilon_3-\varepsilon_1$, which are Gaussian with mean $\mathbf m$ and covariance $\mathsf C$:

$$
\mathbf m=2E_b\begin{pmatrix}1\\1\end{pmatrix},\quad
\mathsf C=2E_bkT\begin{pmatrix}2&1\\1&2\end{pmatrix}.
$$

The flux-odd rate requires all three levels to coincide, at an energy cost $4E_a/3$; a direct hop requires two, at a cost $E_a$. The flux-odd rate was tested by solving the quantum dynamics of three static levels and averaging over the gaps, with $kT=E_a=1$, $J=0.003$ and $\varphi=1$ rad.

The numerical example below uses $E_a=0.0060$, $t=0.0002$, $kT=0.0010$ and $\omega=0.0004$ hartree, with $a=6.0$ bohr.

## From hopping rates to the two mobilities

The second half uses the following quantities. The carrier has charge $q$ and transfer $J=-t$, the lattice spacing is $a$, and the binding energy is $E_b=2E_a$. A direct hop has rate $w_2$. Each triangle containing the bond adds an odd rate $K\sin\varphi$, where $\varphi$ is the phase of $J_{12}J_{23}J_{31}$:

$$
w_2=t^2\sqrt{\frac{\pi}{4E_akT}}\,e^{-E_a/kT},\qquad
K=\frac{\pi J^3}{2\sqrt3E_akT}\,e^{-4E_a/3kT}.
$$

With the carrier on site 1, the gaps $(\Delta_2,\Delta_3)$ to the other two levels are Gaussian, with mean $\mathbf m=2E_b(1,1)^{\mathsf T}$ and covariance $\mathsf C$, where $\mathsf C^{-1}\mathbf m=(1,1)^{\mathsf T}/3kT$.

An electric field adds the energy $e_i=-q\mathbf E\cdot\mathbf R_i$ to site $i$. For a direct hop it shifts the mean gap from $2E_b$ to $2E_b+e_2-e_1$. The variance remains $4E_bkT$, so the exponent of the pair rate becomes

$$
-\frac{(2E_b+e_2-e_1)^2}{8E_bkT}
=-\frac{E_a}{kT}-\frac{e_2-e_1}{2kT}+O(E^2).
$$

For a hop by the vector $\boldsymbol\delta$, $e_2-e_1=-q\mathbf E\cdot\boldsymbol\delta$. To first order, the pair rate is therefore $w_2(1+q\mathbf E\cdot\boldsymbol\delta/2kT)$.

For the interference rate, the mean vector changes by $\mathbf d=(e_2-e_1,e_3-e_1)^{\mathsf T}$. The density at triple coincidence is multiplied to first order by

$$
1-\mathbf m^{\mathsf T}\mathsf C^{-1}\mathbf d
=1-\frac{e_2+e_3-2e_1}{3kT}
=1+\frac{e_1-\bar e}{kT},\qquad
\bar e=\frac{e_1+e_2+e_3}{3}.
$$

The energy of the third site matters even though the carrier ends on site 2. This is what allows an electric field to distinguish two triangles on opposite sides of the same bond.

The bias law was tested in the three-level dynamics with $kT=1$ and $\mathbf d=\pm(0.3,0.1)$. In the ratio of the two odd rates the quadratic terms cancel, and the Gaussian formula gives $e^{-2(0.3+0.1)/3}=0.76593$. The dynamics gave 0.76592.

The mean velocity of a packet on a uniform lattice is the sum of all hop vectors weighted by their rates. The rates depend on the hop vector and on the enclosed flux, and not on the choice of starting site. If $P_{\mathbf R}$ is the probability of finding the carrier at $\mathbf R$, then

$$
\mathbf v=\frac{d}{dt}\sum_{\mathbf R}\mathbf R P_{\mathbf R}
=\sum_{\mathbf R}P_{\mathbf R}\sum_{\boldsymbol\delta}\boldsymbol\delta W_{\boldsymbol\delta}
=\sum_{\boldsymbol\delta}\boldsymbol\delta W_{\boldsymbol\delta},
$$

where $t$ in the derivative denotes time. The six nearest-neighbour vectors satisfy $\sum\boldsymbol\delta=0$. By sixfold symmetry $\sum\delta_\alpha\delta_\beta$ is proportional to the unit matrix, and its trace is $6a^2$. Hence $\sum\delta_\alpha\delta_\beta=3a^2\delta_{\alpha\beta}$. The direct hops give

$$
\mathbf v_2=\frac{qw_2}{2kT}\sum_{\boldsymbol\delta}\boldsymbol\delta(\mathbf E\cdot\boldsymbol\delta)
=\frac{3qa^2w_2}{2kT}\mathbf E,\qquad
\mu_d=\frac{3qa^2w_2}{2kT}.
$$

Inserting $w_2$ gives the drift mobility stated at the start.

For the Hall part, place site 1 at the origin and site 2 at $\boldsymbol\delta$. Their two common neighbours are

$$
\boldsymbol\eta_\pm=\frac{\boldsymbol\delta}{2}\pm\frac{\sqrt3}{2}\,\hat{\mathbf z}\times\boldsymbol\delta .
$$

The upper sign denotes the neighbour to the left of the hop. The product $J_{12}J_{23}J_{31}$ describes the closed path $1\to3\to2\to1$, because the rightmost factor acts first. With site 3 on the left, this path runs clockwise around a triangle of area $\sqrt3a^2/4$. Its phase is $-\theta$, with

$$
\theta=\frac{\sqrt3}{4}qBa^2 .
$$

With site 3 on the right, the path runs counterclockwise and the phase is $+\theta$. The odd rates of the two triangles have opposite signs. Without an electric field they have the same size and cancel.

With the field, $e_1=0$, $e_2=-q\mathbf E\cdot\boldsymbol\delta$ and $e_3=-q\mathbf E\cdot\boldsymbol\eta$, so $e_1-\bar e=q\mathbf E\cdot(\boldsymbol\delta+\boldsymbol\eta)/3$. Adding the two triangles gives

$$
W_{\rm odd}(\boldsymbol\delta)
=K\sin\theta\,\frac{q\mathbf E\cdot(\boldsymbol\eta_--\boldsymbol\eta_+)}{3kT}
=-\frac{qK\sin\theta}{\sqrt3\,kT}\,\mathbf E\cdot(\hat{\mathbf z}\times\boldsymbol\delta).
$$

The last step uses $\boldsymbol\eta_--\boldsymbol\eta_+=-\sqrt3\,\hat{\mathbf z}\times\boldsymbol\delta$. A cyclic exchange in the triple product gives $\mathbf E\cdot(\hat{\mathbf z}\times\boldsymbol\delta)=\boldsymbol\delta\cdot(\mathbf E\times\hat{\mathbf z})$. The sum over hops then yields

$$
\mathbf v_{\rm odd}=-\frac{\sqrt3\,a^2qK\sin\theta}{kT}\,\mathbf E\times\hat{\mathbf z}.
$$

By definition this velocity equals $\mu_d\mu_HB\,\mathbf E\times\hat{\mathbf z}$. For small flux $\sin\theta\approx\theta$, and

$$
\mu_H=-\frac{\sqrt3a^2qK}{kT}\cdot\frac{\sqrt3qa^2}{4}\cdot\frac{2kT}{3qa^2w_2}
=-\frac{qa^2}{2}\frac{K}{w_2}.
$$

For $J=-t$ one has $K=-|K|$, and the ratio of the two rates is

$$
\frac{|K|}{w_2}
=\frac{\pi t}{2\sqrt3E_akT}\sqrt{\frac{4E_akT}{\pi}}\;e^{-E_a/3kT}
=t\sqrt{\frac{\pi}{3E_akT}}\;e^{-E_a/3kT}.
$$

This gives the stated Hall mobility. One factor of $t$ survives because a third-order rate has been divided by a second-order rate. The exponent contains the difference between the triple and pair coincidence energies. Dividing the two mobilities gives

$$
\frac{\mu_H}{\mu_d}=\frac{2kT}{3\sqrt3\,t}\;e^{2E_a/3kT}.
$$

When $t$ is well below $kT$, this ratio exceeds one, and it grows as $t$ is reduced. This does not mean that the Hall velocity survives without transfer. That velocity is proportional to $\mu_d\mu_H$, hence to $t^3$, and it vanishes faster than the drift velocity.

The prefactors also affect the measured temperature dependence. Since $\mu_d$ varies as $(kT)^{-3/2}e^{-E_a/kT}$ and $\mu_H$ as $(kT)^{-1/2}e^{-E_a/3kT}$, the local activation energies are

$$
-\frac{d\ln|\mu_d|}{d(1/kT)}=E_a-\frac32kT,\qquad
-\frac{d\ln|\mu_H|}{d(1/kT)}=\frac{E_a}{3}-\frac12kT .
$$

The local Hall activation energy is one third of the local drift value, even with the prefactors included.

A numerical example shows the sizes. The parameters are round model values: $E_a=0.0060$, $t=0.0002$, $kT=0.0010$ and $\omega=0.0004$ hartree, with $a=6.0$ bohr. The temperature is 315.8 K. The pair rate is

$$
w_2=(0.0002)^2\sqrt{\frac{\pi}{4(0.0060)(0.0010)}}\;e^{-6}
=3.587\times10^{-8}\ \text{a.u.}
$$

The drift mobility follows as

$$
|\mu_d|=\frac{3(6.0)^2}{2(0.0010)}\,(3.587\times10^{-8})
=1.937\times10^{-3}\ \text{a.u.},
$$

or $8.24\times10^{-5}\ \mathrm{cm^2/(V\,s)}$. The triple coefficient is $|K|=4.056\times10^{-10}$ a.u., so $|K|/w_2=0.01131$. The Hall mobility is

$$
|\mu_H|=\frac{(6.0)^2}{2}(0.01131)=0.204\ \text{a.u.},
$$

or $8.66\times10^{-3}\ \mathrm{cm^2/(V\,s)}$. The interference coefficient is about one percent of the pair rate, yet the Hall mobility is 105 times the drift mobility. There is no conflict: $\mu_H$ measures the deflection per unit magnetic field relative to the drift, and not the speed of the carrier.

These mobilities were tested by a direct sum over the six hops, with explicit transfer phases and biased Gaussian densities. The local activation energies from that sum are 0.0045 hartree for drift and 0.0015 hartree for Hall. Raising $kT$ from 0.0010 to 0.0015 hartree increases the drift mobility from $1.94\times10^{-3}$ to $7.79\times10^{-3}$ a.u., and the Hall mobility from 0.204 to 0.324 a.u. Their ratio falls from 105 to 42.

The difference matters when a carrier density is inferred from a Hall measurement. Let $n_c$ be the density, so that the current density is $\mathbf j=n_cq\mathbf v$. In a Hall bar the transverse current is zero, which requires a transverse field of size $|\mu_HB|$ times the longitudinal field. Dividing by the current and by $B$ gives the Hall coefficient

$$
R_H=\frac{\mu_H}{n_cq\mu_d}.
$$

If it is read as $1/(n_{\rm app}q)$, the apparent density is $n_{\rm app}=n_c\mu_d/\mu_H$. For the example its size is smaller than the true density by a factor of about 105.

The sign of the Hall effect needs separate care. Let electrons have charge $q=-1$ and transfer $J_{ij}$. In a filled band of one spin species, a hole is created by $h_j^\dagger=c_j$, where $c_j$ removes an electron. For different sites,

$$
J_{ij}c_i^\dagger c_j=-J_{ij}c_jc_i^\dagger=-J_{ij}h_j^\dagger h_i .
$$

The hole transfer from $i$ to $j$ is therefore $-J_{ij}$. Its magnetic phase is that of a positive charge, since reversing the direction of the path reverses the phase. Its zero-field amplitude is $+t$ when the electron amplitude is $-t$. The triangle contains three transfers, so $K$ changes sign as well as $q$, and $\mu_H=-(qa^2/2)K/w_2$ keeps its sign. With equal barriers, the example gives

$$
\mu_d=\mp1.94\times10^{-3}\ \text{a.u.},\qquad \mu_H=-0.204\ \text{a.u.},
$$

with the upper sign for the electron and the lower for the hole. In this model, with a negative electronic transfer, hole polarons thus show an electron-like Hall sign.

Several conditions limit these formulas. The first is that the vibrations be slow. The size of the error in the pair exponent can be found by evaluating $F^2$ at its stationary point in complex time, $\tau=-i/2kT$. With $y=\omega/2kT$ and $2n+1=\coth y$, the exponent there is

$$
-2g^2\left[\coth y\,(1-\cosh y)+\sinh y\right]
=-2g^2\tanh\frac y2
\approx-\frac{E_a}{kT}\left[1-\frac{1}{48}\left(\frac{\omega}{kT}\right)^2\right].
$$

The equality uses $\cosh^2y-\sinh^2y=1$ and $(\cosh y-1)/\sinh y=\tanh(y/2)$. For the example the exponent rises by 0.02, so this term raises the rate by about 2%. Numerical integration with the full $F$ gives $w_2$ larger than the classical value by 2.4%, and $|K|$ larger by 3.0%. At half the frequency the excesses are 0.6% and 0.7%, consistent with an error that falls as $\omega^2$. At temperatures well below $\omega$, the classical expressions cannot be used.

The second condition is $t\ll E_a$. The flux-even interference term changes the drift at the next order in $t$. The integral over $s\ge0$ gives

$$
\int_0^\infty ds\,e^{-is\Delta_3}=\pi\delta(\Delta_3)-i\,\mathrm P\frac1{\Delta_3},
$$

where P denotes the principal value. The first term gave the Hall effect. The second changes the pair rate, per triangle and relative to $w_2=2\pi J^2\langle\delta(\Delta_2)\rangle$, by $-2J\langle\mathrm P(1/\Delta_3)\rangle$ at small flux, with the average taken at $\Delta_2=0$. Two triangles and $J=-t$ make the relative correction $4t\langle\mathrm P(1/\Delta_3)\rangle$. At $\Delta_2=0$, the gap $\Delta_3$ has mean $E_b$ and variance $3E_bkT$, so

$$
\left\langle\mathrm P\frac1{\Delta_3}\right\rangle
=\int_0^\infty ds\,\sin(E_bs)\,e^{-3E_bkTs^2/2}.
$$

For the example with $J=-t$ the correction is $+8.5\%$ of $w_2$, and the quantum integral agrees. The correction is odd in $J$, so for the hole, with transfer $+t$, it is $-8.5\%$: the equal sizes of the electron and hole mobilities hold at leading order only. It is not included in the mobilities quoted above. The Hall velocity also has a correction at the next order in $t$, from loops of four sites. It is not evaluated here, and it can be larger than the drift correction, because there are many such loops and each encloses twice the flux of a triangle.

The third condition is that a single crossing of two levels rarely transfers the carrier. If their gap changes at speed $|\dot\Delta|$, first-order perturbation theory gives a transfer probability $2\pi t^2/|\dot\Delta|$. The gap has standard deviation $\sqrt{8E_akT}$ and oscillates at frequency $\omega$, so a typical speed is $\omega\sqrt{8E_akT}$. The resulting estimate,

$$
\frac{2\pi t^2}{\omega\sqrt{8E_akT}}=0.09,
$$

is small but not negligible. It refers to a typical speed. Slower crossings depart more strongly from first order, so the fractional change of the rate can be larger than this number. Together with the next-order Hall correction, which was not evaluated, it means that the example supports a mobility ratio of order one hundred and no finer figure. When the estimate approaches one, repeated crossings and the splitting of the levels must be treated together, and the expansion in $t$ no longer applies.

The geometry is a condition too. On a lattice whose nearest-neighbour bonds form no triangles, the third-order loop is absent, and a flux-dependent hop must come from a longer loop at higher order in the transfer. The factor $E_a/3$ in the Hall exponent belongs to the triple coincidence of equivalent sites with independent local modes. Disorder in the site energies, or modes shared between sites, can change the gap distribution and with it both exponents. The numerical output below gives the remaining digits of the example and the tests.

## Computed results

```
Barrier Ea = 0.0060 hartree = 0.1633 eV
Binding energy Eb = 0.0120 hartree
Transfer t = 0.0002 hartree
Thermal energy kT = 0.0010 hartree, T = 315.8 K
Phonon energy w = 0.0004 hartree
Lattice spacing a = 6.0 bohr
Triple-coincidence energy 4Ea/3 = 0.0080 hartree
Pair hop rate w2 = 3.5873e-08 a.u.
Triple coefficient |K| = 4.0564e-10 a.u.
|K|/w2 = 0.01131
Drift mobility size = 1.9371e-03 a.u. = 8.241e-05 cm^2/(V s)
Hall mobility size = 2.0354e-01 a.u. = 8.659e-03 cm^2/(V s)
Ratio Hall/drift = 105.07
Activation energy, drift = 0.004500 hartree
Activation energy, Hall = 0.001500 hartree
Electron: drift -1.9371e-03, Hall -2.0354e-01 a.u.
Hole:     drift +1.9371e-03, Hall -2.0354e-01 a.u.
kT = 0.00100 hartree: drift 1.9371e-03 a.u., Hall 2.0354e-01 a.u., ratio 105.07
kT = 0.00125 hartree: drift 4.6020e-03 a.u., Hall 2.7159e-01 a.u., ratio 59.02
kT = 0.00150 hartree: drift 7.7913e-03 a.u., Hall 3.2370e-01 a.u., ratio 41.55
Quantum-phonon change of w2 = 2.40 %
Quantum-phonon change of K = 2.96 %
Same at half the frequency: w2 0.60 %, K 0.73 %
Flux-even drift correction, Gaussian = 8.53 %
Flux-even drift correction, quantum = 8.54 %
Landau-Zener probability estimate = 0.091
Three-level test (kT = 1, Ea = 1, J = 0.003, phase 1 rad):
  simulated odd rate = 5.42586e-09, formula = 5.43129e-09
  with bond 2-3 cut, odd rate / full odd rate = -1.2e-13
  bias ratio simulated = 0.76592, formula = 0.76593
```
